Nesbet's theorem: correlation energy from double excitations and its pair energies

**What has to be stored and checked**

A configuration-interaction calculation returns a long vector of coefficients. To recover its correlation energy, or to divide that energy among electron pairs, one must decide which coefficients to keep. If the reference determinant satisfies the Hartree-Fock condition, the doubles are enough. If it does not, a singles term must be added, and omitting it can cause an error far larger than the correlation energy.

The Hamiltonian H is nonrelativistic, with clamped nuclei, in a finite basis of real orthonormal spin orbitals. "Exact" means full configuration interaction (full CI) in that basis. Indices i, j, k, l, m, n denote spin orbitals occupied in the reference Φ₀; a, b are virtual; p, q, r, s are arbitrary. The algebra is in atomic units.

Write E₀ = ⟨Φ₀|H|Φ₀⟩, and let HΨ = EΨ. Nesbet's theorem states that if Φ₀ is stationary under orbital rotations and ⟨Φ₀|Ψ⟩ = 1, then

E − E₀ = Σ_{i<j} e_ij,

e_ij = Σ_{a<b} ⟨ij||ab⟩ c_ij^ab.

Here c_ij^ab is the coefficient in Ψ of the determinant

Φ_ij^ab = a†b†j i Φ₀,

where a† creates an electron in a, and i without a dagger removes one from i. The integrals are

⟨pq|rs⟩ = ∫∫ p(1)q(2) r₁₂⁻¹ r(1)s(2) d1 d2,

⟨pq||rs⟩ = ⟨pq|rs⟩ − ⟨pq|sr⟩,

with integration over space and spin.

**Normalization and projection**

Let Ψ' be the eigenstate with unit norm, as an eigensolver returns it, and let c₀ = ⟨Φ₀|Ψ'⟩. If c₀ ≠ 0, define Ψ = Ψ'/c₀. Then ⟨Φ₀|Ψ⟩ = 1, which is called intermediate normalization. The norm is no longer one:

⟨Ψ|Ψ⟩ = 1/c₀².

If c₀ = 0, for instance because Φ₀ and Ψ have different symmetry, the division is impossible and the theorem does not apply.

Determinants in the basis are orthonormal, so Ψ can be sorted by excitation level:

Ψ = Φ₀ + Σ_ia c_i^a Φ_i^a + Σ_{i<j,a<b} c_ij^ab Φ_ij^ab + T + Q + …,

with Φ_i^a = a†iΦ₀, and T and Q the triple and quadruple parts. The restricted sums count each determinant once. Projecting the eigenvalue equation on Φ₀ gives

⟨Φ₀|H|Ψ⟩ = E⟨Φ₀|Ψ⟩ = E.

It remains to find which determinants H connects to Φ₀.

**The Hamiltonian couplings**

In second quantization the electronic part of H is

H = Σ_pq h_pq p†q + ½ Σ_pqrs ⟨pq|rs⟩ p†q†s r.

The constant nuclear repulsion cancels in E − E₀. Exchanging the names r and s in the second sum gives ½ Σ⟨pq|sr⟩p†q†r s, which equals −½ Σ⟨pq|sr⟩p†q†s r because r s = −s r. Averaging the two forms yields

H = Σ_pq h_pq p†q + ¼ Σ_pqrs ⟨pq||rs⟩ p†q†s r.

Each term moves at most two electrons. A triple excitation has three electrons in virtual orbitals, and returning to Φ₀ requires moving all three. Hence triples and all higher excitations have zero coupling to Φ₀.

*Singles.* To bring a†iΦ₀ back to Φ₀, the one-electron operator must have p = i and q = a:

i†a a†iΦ₀ = i†iΦ₀ = Φ₀.

The first equality holds because a is empty in iΦ₀, so creating and then removing an electron there changes nothing. The contribution is h_ia.

The two-electron operator must do the same while removing and restoring a spectator k ≠ i. One assignment is p = i, q = k, r = a, s = k:

i†k†k a a†iΦ₀ = i†k†k iΦ₀ = i†iΦ₀ = Φ₀,

since k is occupied in iΦ₀. Exchanging p with q, or r with s, changes the sign of both operator and integral, so four equal terms cancel the factor ¼. The term k = i may be included because ⟨ii||ai⟩ = 0. Therefore

⟨Φ₀|H|Φ_i^a⟩ = h_ia + Σ_k ⟨ik||ak⟩ = f_ia,

which is the occupied-virtual element of the Fock matrix.

*Doubles.* A one-electron operator cannot undo a double excitation. In the two-electron operator, p and q must be i and j, and r and s must be a and b. For p = i, q = j, r = a, s = b,

i†j†b a a†b†j iΦ₀ = i†j†b b†j iΦ₀ = i†j†j iΦ₀ = i†iΦ₀ = Φ₀.

The sign is plus. The four assignments again contribute equally, so

⟨Φ₀|H|Φ_ij^ab⟩ = ⟨ij||ab⟩.

**Why the singles drop out**

Replace the occupied orbital i by (i + θa)/√(1+θ²). A determinant is linear in each of its orbitals, so

Φ(θ) = (Φ₀ + θΦ_i^a)/√(1+θ²),

E(θ) = [E₀ + 2θf_ia + θ²⟨Φ_i^a|H|Φ_i^a⟩]/(1+θ²).

The derivative at θ = 0 is 2f_ia. A stationary reference therefore has f_ia = 0, which is Brillouin's theorem. A minimum is not required.

In unrestricted Hartree-Fock (UHF) the two spins vary independently, and the argument applies to each. In closed-shell restricted Hartree-Fock (RHF) they rotate together, so the derivative is 2(f_ia^α + f_ia^β). The two elements are equal by spin symmetry, so each vanishes. Elements between opposite spins vanish on spin integration. In restricted open-shell Hartree-Fock the shared spatial orbitals impose conditions on combinations of elements, and individual f_ia can remain.

Inserting the couplings into the projected equation gives, for any reference with nonzero overlap,

E − E₀ = Σ_ia f_ia c_i^a + Σ_{i<j,a<b} ⟨ij||ab⟩ c_ij^ab.

For a stationary reference the first sum is zero, and grouping the second by occupied pair defines e_ij. This proves the theorem. The singles vanish from the energy formula because their couplings are zero; their coefficients need not be.

If loops run over all indices, a factor is needed. Integral and coefficient both change sign under i↔j, and both do so under a↔b. Their product is unchanged and is zero for equal indices, so

Σ_{i<j,a<b} ⟨ij||ab⟩c_ij^ab = ¼ Σ_ijab ⟨ij||ab⟩c_ij^ab.

The c_ij^ab are complete CI coefficients. If the state is stored in cluster form, Ψ = exp(T₁+T₂+…)Φ₀, its doubles part is T₂ + ½T₁². Collecting the terms of ½T₁² that produce one determinant gives

c_ij^ab = t_ij^ab + t_i^a t_j^b − t_i^b t_j^a.

When T₁ is not zero, using t_ij^ab alone will in general give a wrong energy, because the contribution of the products of singles, which can have either sign, is missing.

**What fixes the doubles**

The energy formula needs no triples, but the equation for its coefficients does. Let μ label one double excitation. Projecting HΨ = EΨ on Φ_μ gives

(E − H_μμ)c_μ = H_μ0 + Σ_S H_μS c_S + Σ_{ν≠μ} H_μν c_ν + Σ_T H_μT c_T + Σ_Q H_μQ c_Q.

The sums run over singles S, other doubles ν, triples T and quadruples Q. Higher levels do not couple directly to a double, but they can affect it through the triples and quadruples.

Truncated CI diagonalizes H within a chosen set of determinants. If the set contains Φ₀, the row belonging to Φ₀ has the same form as before. The energy formula therefore holds for the truncated energy with that calculation's own coefficients, and omitted doubles count as zero. This also covers a CI with frozen core orbitals.

**A case solved by hand**

Consider two electrons for which symmetry leaves one double excitation coupled to Φ₀. Let its coupling be g > 0 and its energy above E₀ be 2Δ > 0. With ε = E − E₀ and Ψ = Φ₀ + cΦ_D, the two rows of the eigenvalue equation are

gc = ε,

g + 2Δc = εc.

The first row is Nesbet's formula. Multiplying the second by g and using gc = ε gives g² + 2Δε = ε², hence

ε = Δ ± √(Δ² + g²), c = ε/g.

For the lower root with g ≪ Δ, ε ≈ −g²/(2Δ) and c ≈ −g/(2Δ). For g ≫ Δ, ε ≈ −g and c ≈ −1: both determinants have equal weight, and the formula still holds.

The upper root obeys it too. As g → 0, however, its coefficient c ≈ 2Δ/g diverges while gc stays finite. This is the approach to zero overlap, where the projected formula becomes numerically ill-conditioned.

**The perturbative limit**

Take canonical orbitals with energies ε_p, and write H(λ) = F + λ(H − F), where F = Σ_p ε_p p†p. The determinants are eigenstates of F. The first-order equation for a double is

(ε_i + ε_j − ε_a − ε_b)c_ij^ab = ⟨Φ_ij^ab|H − F|Φ₀⟩ = ⟨ij||ab⟩.

F drops out of the matrix element because it is diagonal. At λ = 1 the first-order coefficient is thus

c_ij^ab ≈ −⟨ij||ab⟩/(ε_a + ε_b − ε_i − ε_j).

Inserting it in the energy formula gives the second-order Møller-Plesset (MP2) pair energy,

e_ij ≈ −Σ_{a<b} ⟨ij||ab⟩²/(ε_a + ε_b − ε_i − ε_j).

First-order singles vanish because f_ia = 0. The expansion requires nonzero denominators; the theorem itself does not.

**How far a pair energy has meaning**

Let an orthogonal matrix U mix the occupied orbitals, i' = Σ_k U_ki k, with det U = 1 so that Φ₀ is unchanged. The integrals become

⟨i'j'||ab⟩ = Σ_kl U_ki U_lj ⟨kl||ab⟩.

Because c_ij^ab = ⟨Φ₀|i†j†b a|Ψ⟩, the coefficients transform in the same way. In the total,

¼ Σ_ijab Σ_klmn U_ki U_lj U_mi U_nj ⟨kl||ab⟩c_mn^ab,

the sums over i and j give δ_km and δ_ln, which restores the original expression. The total is the trace of the matrix

M_{ij,kl} = Σ_{a<b} ⟨ij||ab⟩c_kl^ab

over occupied pairs. The pair energies are its diagonal elements. A rotation preserves the trace but can change each element, so a pair energy must be reported together with the choice of occupied orbitals. Rotations among virtual orbitals leave each e_ij unchanged, by the same orthogonality argument applied to a and b.

Now consider two fragments A and B so far apart that their interaction vanishes, with Ψ = Ψ_AΨ_B and a product reference, and let every orbital be localized on one fragment. Each factor has reference coefficient one, so a double excitation on A keeps the coefficient it has in isolated A. Simultaneous single excitations on A and B can have nonzero coefficients, but their coupling integral vanishes with distance. The pair energies of the fragments therefore add. With occupied orbitals spread over both fragments, as canonical orbitals of two identical fragments usually are, only the total adds: for two H₂ molecules 30 angstrom apart in the 6-31G basis, the pair energies are −0.678, 0 and −0.678 eV with fragment orbitals but −0.339, −0.678 and −0.339 eV with the symmetric and antisymmetric combinations.

**Spin summation for a closed shell**

From here i, j, a, b label spatial orbitals. Define

(ia|jb) = ∫∫ i(1)a(1) r₁₂⁻¹ j(2)b(2) dr₁ dr₂.

For iα, jβ → aα, bβ the exchange integral vanishes by spin and the coupling is (ia|jb). Here a and b both run over all virtual orbitals. For equal spins the coupling is (ia|jb) − (ib|ja), with a < b.

A spatial pair with i = j contains one spin pair. A pair with i ≠ j contains two opposite-spin and two same-spin pairs, and all four must be summed.

**Worked example: BeH₂**

The molecule is linear, with a chosen Be-H distance of 1.33 angstrom. All six electrons are treated by RHF and full CI in the STO-3G basis, which gives 7 spatial orbitals and 1225 determinants. This minimal basis lacks most of the flexibility needed to describe correlation, especially in the core, so the energies are not predictions of experiment. At the same geometry, the all-electron CCSD(T) correlation energy, which is −0.95 eV in STO-3G, becomes −1.88 eV in cc-pVDZ, −2.32 eV in cc-pVTZ and −3.31 eV when Be is given the core-valence basis cc-pCVTZ.

The total energies give

E − E₀ = −424.3648 − (−423.4118) = −0.9530 eV.

With more digits, direct diagonalization and the pair sum both give −0.95292 eV (−0.035019 hartree). The largest coupling to a single is 2.5 × 10⁻¹⁰ eV, which reflects the convergence of the orbitals.

The reference has weight c₀² = 0.9722, so c₀ = 0.986 up to sign. Using unit-normalized coefficients without dividing by c₀ would reduce the magnitude of the pair sum by 1.4 per cent, or about 0.013 eV.

Orbital 1 is the core; 2 and 3 are the valence orbitals. The pair energies in eV are:

1-1: −0.0036
1-2: −0.0060
1-3: −0.0001
2-2: −0.3211
2-3: −0.3459
3-3: −0.2763

The three valence pairs supply −0.9433 eV, or 99 per cent of the total in this basis. The share reflects the missing core functions: with CCSD doubles it falls to about 90 per cent in cc-pVTZ and 63 per cent with cc-pCVTZ on Be.

Pair 3-3 can be checked by hand. The four virtual orbitals are two π orbitals and two σ orbitals of opposite inversion parity. The σ orbitals differ from each other in parity and from the π orbitals in their angular dependence around the axis, and the two π orbitals are perpendicular to each other. Hence (3a|3b) vanishes for a ≠ b, and four terms remain:

π orbitals 4 and 5: 2 × 0.39904 × 0.000404 = 0.0003 eV

σ orbital 6: 2.27108 × (−0.081114) = −0.1842 eV

σ orbital 7: 2.24275 × (−0.041213) = −0.0924 eV

Their sum is −0.2763 eV.

The first-order estimate for orbital 6 uses the orbital energies 12.568 and −11.473 eV:

c ≈ −2.27108/[2 × (12.568 + 11.473)] = −0.0472.

The full CI value is −0.0811. For each π orbital, first order gives −0.39904/[2 × (5.764 + 11.473)] = −0.0116, whereas the full CI coefficient is slightly positive. The small positive value is a near cancellation. Dividing the projected equation for this double by E − H_μμ gives −0.01857 from the reference, +0.00014 from singles, +0.01810 from the other doubles, +0.00149 from triples and −0.00076 from quadruples, for a sum of +0.00040. The reversal belongs to the minimal basis: in cc-pVDZ the π_u orbitals contribute −0.073 eV to pair 3-3 with CCSD doubles, against −0.060 eV at first order. MP2 gives −0.6328 eV in total, about two thirds of the full CI correlation energy in this basis; relative to CCSD(T) the fraction rises to 0.75 in cc-pVDZ and 0.81 in cc-pVTZ.

**Truncation and the choice of energy expression**

The correlation energies of the truncated calculations, in eV, are:

doubles (CID): −0.9277
singles and doubles (CISD): −0.9322
with triples (CISDT): −0.9422
with quadruples (CISDTQ): −0.9529

Nesbet's formula reproduces each of these from its own doubles. The changes show that the other excitation levels act through the doubles coefficients. Levels five and six do not alter the energy at the printed precision.

Keeping Φ₀ and the exact doubles, then evaluating an expectation value, gives −0.9258 eV relative to E₀. The projected formula gives −0.9529 eV from the same coefficients. The difference arises because the shortened function is no longer an eigenstate.

For an approximate function χ = Ψ + δ, the eigenvalue equation removes the terms linear in δ from the expectation value:

⟨χ|H|χ⟩/⟨χ|χ⟩ − E = ⟨δ|H − E|δ⟩/⟨χ|χ⟩.

Its error is quadratic in δ. With a stationary reference and ⟨Φ₀|χ⟩ = 1, the error of the projected energy is instead linear in the errors of the doubles:

ΔE = Σ_{i<j,a<b} ⟨ij||ab⟩ Δc_ij^ab.

Errors in other coefficients do not enter it. Projection is therefore the right choice when the doubles are accurate and the rest has been discarded. If all coefficients carry errors, the expectation value is less sensitive once those errors are small enough, because its own error is quadratic. The quadratic term, however, is weighted by the excitation energies of all the determinants, so errors spread over many highly excited determinants can make the expectation value the less accurate of the two. For the ground state, the expectation value is also an upper bound to the full CI energy.

**Bond orbitals and a non-stationary reference**

Rotating orbitals 2 and 3 by 45 degrees gives two equivalent bond orbitals, centred at +1.039 and −1.039 angstrom along the axis. Each bond pair now has −0.4380 eV, and the pair between the bonds has −0.0674 eV. The valence sum is

2 × (−0.4380) − 0.0674 = −0.9434 eV,

the same as before within rounding. The large canonical 2-3 energy is therefore no measure of correlation between the two bonds. The values roughly double in a larger basis but the pattern stays: with CCSD doubles in cc-pVTZ the canonical 2-3 pair has −0.99 eV, each bond pair −0.97 eV and the pair between the bonds −0.13 eV.

The same-spin part of pair 2-3 stays at −0.0044 eV. The rotation gives 2'†3'† = (det U) 2†3† for each spin, and det U = 1, so this part cannot change.

Finally, every occupied orbital, including the core, was deliberately mixed with every virtual orbital, using 0.1 for each occupied-virtual element of the rotation generator. The outcome depends somewhat on the arbitrary signs of the orbitals, which set the relative signs of the mixings; another choice can change the singles term below by up to about 0.6 eV. The full CI energy is unchanged, but the reference is much higher. For the orbital signs of this run,

E − E₀ = −12.743 (singles) − 0.684 (doubles) = −13.427 eV.

Omitting the singles term would give an energy too high by 12.7 eV. An implementation should therefore inspect f_ia before using the doubles formula, and add Σ_ia f_ia c_i^a whenever these elements are not negligible. The remaining values are in the numerical output.

Calculated quantities

```
BeH2, STO-3G, Be-H distance: 1.33 angstrom
electrons 6, spatial orbitals 7, determinants 1225
occupied orbital energies (eV): -122.985 -12.455 -11.473
virtual orbital energies (eV): 5.764 5.764 12.568 25.737
Hartree-Fock total energy: -423.4118 eV
full CI total energy: -424.3648 eV
correlation energy, diagonalization: -0.95292 eV
correlation energy, sum of pairs: -0.95292 eV
correlation energy: -0.035019 hartree
largest coupling to singles: 2.5e-10 eV
largest coupling beyond doubles: 0.0e+00 eV
weights in the unit-normalized exact state, by excitation level:
  level 0: 9.722e-01
  level 1: 2.933e-04
  level 2: 2.709e-02
  level 3: 2.936e-04
  level 4: 1.527e-04
  level 5: 1.820e-08
  level 6: 2.302e-09
canonical pairs (eV): opposite spin, same spin, sum, MP2 sum
  1-1: -0.00358 0.00000 -0.00358 -0.00410
  1-2: -0.00596 0.00000 -0.00596 -0.00528
  1-3: -0.00013 -0.00000 -0.00014 -0.00014
  2-2: -0.32108 0.00000 -0.32108 -0.21972
  2-3: -0.34150 -0.00435 -0.34585 -0.21940
  3-3: -0.27632 0.00000 -0.27632 -0.18410
MP2 correlation energy: -0.63275 eV
pair 3-3 by doubly filled virtual orbital:
  orbital, integral (eV), coefficient, product (eV)
  4: 0.39904 0.000404 0.00016
  5: 0.39904 0.000404 0.00016
  6: 2.27108 -0.081114 -0.18422
  7: 2.24275 -0.041213 -0.09243
correlation energy of truncated CI (eV):
  CID: -0.92772
  CISD: -0.93223
  CISDT: -0.94218
  CISDTQ: -0.95292
expectation value, exact doubles only: -0.92577 eV
bond-orbital centres along the axis (angstrom): 1.039 -1.039
pairs with bond orbitals 2 and 3 (eV): opposite, same, sum
  1-1: -0.00358 0.00000 -0.00358
  1-2: -0.00305 -0.00000 -0.00305
  1-3: -0.00305 -0.00000 -0.00305
  2-2: -0.43795 0.00000 -0.43795
  2-3: -0.06300 -0.00435 -0.06735
  3-3: -0.43795 0.00000 -0.43795
sum of pairs with bond orbitals: -0.95292 eV
non-stationary reference, mixing parameter 0.1:
  exact minus reference energy: -13.42724 eV
  doubles term: -0.68445 eV
  singles term: -12.74279 eV
```
